# Linear and quadratic susceptibilities of a Rice-Mele chain from finite fields

## Question

I have a Rice-Mele chain with cell length $a$. The A sites sit at $0$ with energy $+\Delta$, the B sites at $a/2$ with energy $-\Delta$. The hoppings are $-t_1$ inside a cell and $-t_2$ between cells, and there is one spinless electron per cell. I compute the polarisation in a field $\mathcal E$ by minimising an energy functional on a $k$ mesh, and I want $\chi_1$ and $\chi_2$ in

$$P(\mathcal E)=P_0+\chi_1\mathcal E+\chi_2\mathcal E^2+\chi_3\mathcal E^3+\chi_4\mathcal E^4+\dots$$

I take differences of $P(h)$, $P(0)$ and $P(-h)$. With a small $h$, $\chi_2$ jumps about from run to run; with a large $h$ it is steady but drifts with $h$. How do I choose $h$, and should it be the same for both coefficients? Also, I expect $\chi_2=0$ when the chain has inversion symmetry, but I get a small nonzero number. How do I decide whether that is a zero?

## Answer

The two coefficients need different steps, and both steps follow from the convergence noise of your $P$ together with the sizes of $\chi_3$ and $\chi_4$. I use Hartree atomic units, electron charge $-1$, fixed sites and non-interacting electrons. $P$ is dipole per length, so it is measured in units of $e$.

### What is being minimised

Write the Bloch amplitudes with the true site positions, $\psi_s=u_s(k)e^{ik(R+\tau_s)}$. The Bloch matrix $h(k)$ then has diagonal $\pm\Delta$ and off-diagonal element

$$h_{AB}=-(t_1e^{ika/2}+t_2e^{-ika/2}).$$

Since $\psi$ is the same at $k$ and $k+2\pi/a$, closing the mesh requires $u(k+2\pi/a)=\mathrm{diag}(1,-1)\,u(k)$.

Multiplying $\psi$ by $x$ acts as $-i\partial_k$ on the exponential. Integration by parts turns this into $i\partial_k$ on the amplitude. The Wannier centre is therefore $\bar x=\frac{a}{2\pi}\int A\,dk$ with $A=i\langle u|\partial_ku\rangle$, and the electronic polarisation is $P=-\bar x/a$. The fixed ions add only a constant. On a mesh of spacing $\Delta k=2\pi/(Na)$, $\langle u_j|u_{j+1}\rangle\approx1-iA\Delta k$ has phase $-A\Delta k$, so

$$P=\frac1{2\pi}\arg\prod_j\langle u_j|u_{j+1}\rangle\pmod 1 .$$

An electron has energy $+\mathcal E x$ in the field, which gives the enthalpy per cell

$$F=\frac1N\sum_j\langle u_j|h_j|u_j\rangle-a\mathcal EP .$$

Let $\tilde u_\pm=u_{j\pm1}/\langle u_j|u_{j\pm1}\rangle$. Varying $u_j$ changes two overlaps, and the phase changes by $\mathrm{Im}\langle\delta u|\tilde u_+-\tilde u_-\rangle$; the minus sign arises because $u_j$ is the ket in the second overlap. With $\mathrm{Im}\,z=\mathrm{Re}(-iz)$,

$$\delta F=\frac2N\mathrm{Re}\Big\langle\delta u\Big|h_ju_j+\frac{i\mathcal E}{2\Delta k}(\tilde u_+-\tilde u_-)\Big\rangle .$$

The part of the right-hand vector orthogonal to $u_j$ is the residual. A small enough step against it, followed by renormalising, lowers $F$. Stopping at a finite residual leaves an error in $P$ of first order in the residual, because $P$, unlike $F$, is not stationary at the solution.

The state found is a local minimum connected to the zero-field insulator. As a guide, keep the potential drop $Na|\mathcal E|$ across the periodic length below the gap. At drops somewhat above the gap, moving an electron from valence to conduction states across this length can lower the energy, although the polarised state may remain a local minimum. The guide is conservative: for the polar and $\Delta=0$ chains below, at $N=40$ and $80$, the polarised state stays a local minimum of $F$ up to drops of at least five times the gap.

### Choosing the two steps

Take all polarisations on one branch, removing integer jumps, and form

$$D_1=\frac{P(h)-P(-h)}{2h}=\chi_1+\chi_3h^2+\dots$$

$$D_2=\frac{P(h)+P(-h)-2P(0)}{2h^2}=\chi_2+\chi_4h^2+\dots$$

Suppose each computed $P$ has an independent error of zero mean and rms size $\sigma$. The variance of $D_1$ is $2\sigma^2/(2h)^2=\sigma^2/(2h^2)$. In $D_2$ the weights $1,1,-2$ give $(1+1+4)\sigma^2/(2h^2)^2=3\sigma^2/(2h^4)$. The cross terms with the truncation error average to zero, so the mean-square errors are

$$\epsilon_1^2=\chi_3^2h^4+\frac{\sigma^2}{2h^2},\qquad \epsilon_2^2=\chi_4^2h^4+\frac{3\sigma^2}{2h^4}.$$

Setting the derivatives to zero gives $4\chi_3^2h^3=\sigma^2/h^3$ and $4\chi_4^2h^3=6\sigma^2/h^5$, hence

$$h_1=\left(\frac{\sigma}{2|\chi_3|}\right)^{1/3},\qquad h_2=\left(\frac{\sqrt{3/2}\,\sigma}{|\chi_4|}\right)^{1/4}.$$

At $h_1$ the noise is $\sqrt2$ times the truncation error and the total is $\sqrt3|\chi_3|h_1^2\propto\sigma^{2/3}$. At $h_2$ the two are equal and the total is $\sqrt2|\chi_4|h_2^2\propto\sigma^{1/2}$. Converging $P$ a hundred times better thus improves the best three-point value $D_2$ by a factor of ten. This is the optimum for these quotients only; combining two steps to cancel the $h^2$ term can do better, as the worked numbers show.

These formulas need nonzero $\chi_3$ and $\chi_4$, negligible higher terms, and independent errors. The last condition can fail. If every run starts from the zero-field state and takes the same small number of minimisation steps, $P$ lags by an amount close to $c\,\mathcal E$. That shifts $D_1$ by about $c$ at every small $h$, and no choice of $h$ removes it; the $\mathcal E^2$ part of the lag shifts $D_2$ by a constant in the same way. If the runs stop at a fixed residual instead, the lag has a roughly constant size, and the shift of $D_1$ falls roughly as $1/h$. The lags at $+h$ and $-h$ are then nearly opposite and largely cancel in $D_2$.

You do not need $\chi_3$ and $\chi_4$ in advance. From pilot runs at $h$ and $2h$,

$$D_1(2h)-D_1(h)\approx3\chi_3h^2,\qquad D_2(2h)-D_2(h)\approx3\chi_4h^2 .$$

### Why inversion removes the quadratic term

If $\Delta=0$, reflection about a bond centre exchanges equivalent sites. If $t_1=t_2$, reflection about a site exchanges equivalent bonds; this also uses the equal spacing $a/2$. Reflection about a point $c$ reverses the field and sends $\bar x$ to $2c-\bar x$, so

$$P(-\mathcal E)+P(\mathcal E)=-2c/a\pmod1 .$$

Along a continuous branch the left side cannot jump by an integer, so it keeps its zero-field value $2P_0$. Every even coefficient therefore vanishes, including $\chi_2$ and $\chi_4$. The chain must stay insulating, which excludes $\Delta=0$ and $t_1=t_2$ together.

### A formula for $\chi_2$ to compare with

For a fine mesh the stationary state obeys $(h+i\mathcal E\partial_k)u=\lambda u$ with real $\lambda(k)$. Write $h=\mathbf d\cdot\boldsymbol\sigma$, $D=|\mathbf d|$, $\hat{\mathbf d}=\mathbf d/D$ and $\mathbf n=\langle u|\boldsymbol\sigma|u\rangle$. Then $\mathcal E\partial_ku=i(h-\lambda)u$, and

$$\mathcal E\,\mathbf n'=i\langle[\boldsymbol\sigma,h]\rangle=-2\,\mathbf d\times\mathbf n ,$$

where a prime is $\partial_k$. Expand $\mathbf n=\sum_m\mathcal E^m\mathbf n_m$ with $\mathbf n_0=-\hat{\mathbf d}$. Order $m$ reads $\mathbf d\times\mathbf n_m=-\mathbf n_{m-1}'/2$. Taking the cross product with $\hat{\mathbf d}$ gives the transverse part, and $|\mathbf n|^2=1$ gives the parallel part:

$$\mathbf n_m^\perp=\frac{\hat{\mathbf d}\times\mathbf n_{m-1}'}{2D},\qquad \hat{\mathbf d}\cdot\mathbf n_m=\frac12\sum_{j=1}^{m-1}\mathbf n_j\cdot\mathbf n_{m-j}.$$

The susceptibilities follow from the energy $U=\langle\mathbf d\cdot\mathbf n\rangle_k$ per cell, where $\langle\cdot\rangle_k$ is the average over the zone. Since $F=U-a\mathcal EP$ is stationary, $dF/d\mathcal E=-aP$, so $dU/d\mathcal E=a\mathcal E\,dP/d\mathcal E$. Comparing powers of $\mathcal E$,

$$\chi_j=\frac{j+1}{ja}\langle\mathbf d\cdot\mathbf n_{j+1}\rangle_k .$$

Hence $\chi_1=\langle D|\mathbf n_1|^2\rangle_k/a$ and $\chi_2=\frac{3}{2a}\langle D\,\mathbf n_1\cdot\mathbf n_2\rangle_k$.

The first-order vector is $\mathbf n_1=-\hat{\mathbf d}\times\hat{\mathbf d}'/(2D)$. It is transverse, so only $\mathbf n_2^\perp$ matters:

$$\mathbf n_1\cdot\mathbf n_2=\frac{(\mathbf n_1\times\hat{\mathbf d})\cdot\mathbf n_1'}{2D}=-\frac{\hat{\mathbf d}'\cdot\mathbf n_1'}{4D^2},$$

because $(\hat{\mathbf d}\times\hat{\mathbf d}')\times\hat{\mathbf d}=\hat{\mathbf d}'$. Differentiating $\hat{\mathbf d}'\cdot\mathbf n_1=0$ gives $\hat{\mathbf d}'\cdot\mathbf n_1'=-\hat{\mathbf d}''\cdot\mathbf n_1=\hat{\mathbf d}''\cdot(\hat{\mathbf d}\times\hat{\mathbf d}')/(2D)$. Therefore

$$\chi_2=-\frac{3}{16a}\left\langle\frac{\hat{\mathbf d}\cdot(\hat{\mathbf d}'\times\hat{\mathbf d}'')}{D^2}\right\rangle_k=-\frac{3}{16a}\left\langle\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{D^5}\right\rangle_k .$$

The second form holds because derivatives of $1/D$ only add multiples of vectors already present in the triple product.

With $S=t_1+t_2$, $q=t_1-t_2$ and $\theta=ka/2$,

$$\mathbf d=(-S\cos\theta,\;q\sin\theta,\;\Delta).$$

The vector $\mathbf d'\times\mathbf d''$ points along $z$ with length and sign $\frac{a^3}{8}(-Sq\sin^2\theta-Sq\cos^2\theta)=-\frac{a^3}{8}Sq$. Since $Sq=t_1^2-t_2^2$,

$$\chi_2=\frac{3a^2}{128}\,\Delta\,(t_1^2-t_2^2)\,\langle D^{-5}\rangle_k,$$

$$D^2=\Delta^2+S^2\cos^2\theta+q^2\sin^2\theta .$$

For positive hoppings and a nonzero gap this vanishes only at $\Delta=0$ or $t_1=t_2$, the two symmetric cases. For $\chi_1$, use $|\mathbf n_1|^2=|\hat{\mathbf d}'|^2/(4D^2)$, $|\hat{\mathbf d}'|^2=|\mathbf d\times\mathbf d'|^2/D^4$ and $\mathbf d\times\mathbf d'=\frac a2(-\Delta q\cos\theta,\Delta S\sin\theta,-Sq)$:

$$\chi_1=\frac a{16}\left\langle\frac{\Delta^2(q^2\cos^2\theta+S^2\sin^2\theta)+S^2q^2}{D^5}\right\rangle_k .$$

The limit $t_2=0$ checks the sign and factor of $\chi_2$. Each cell is then a separate dimer whose half energy difference is $y=\Delta-a\mathcal E/4$. The weight on B is $\frac12(1+y/\sqrt{y^2+t_1^2})$, so $P=-\frac14(1+y/\sqrt{y^2+t_1^2})$. The second derivative of $y/\sqrt{y^2+t_1^2}$ with respect to $y$ is $-3yt_1^2/(y^2+t_1^2)^{5/2}$. Hence

$$\chi_2=\frac12\cdot\frac14\cdot\frac{a^2}{16}\cdot\frac{3\Delta t_1^2}{D^5}=\frac{3a^2\Delta t_1^2}{128D^5},$$

as the general formula gives.

### Worked numbers

Take $a=5$, $t_1=0.12$, $t_2=0.08$, $\Delta=0.05$ and $N=40$. The gap is $2\sqrt{\Delta^2+q^2}=0.128$ Ha. I stop when the largest residual on the mesh is below $10^{-9}$ Ha, starting each run from zero-field states with random conduction-band admixtures. The scatter of $P(0)$ over 600 restarts is $\sigma=1.04\times10^{-10}$.

Single pilot runs at $h=3\times10^{-4}$ and $2h$ give

$$\chi_3\approx\frac{6.5399188-6.5337896}{3(3\times10^{-4})^2}=2.27\times10^4,$$

$$\chi_4\approx\frac{30.48260-30.42006}{3(3\times10^{-4})^2}=2.32\times10^5 .$$

The step formulas then give $h_1=1.3\times10^{-5}$ and $h_2=1.5\times10^{-4}$, or $6.7\times10^6$ and $7.7\times10^7$ V/m. The best step for $\chi_2$ is more than ten times that for $\chi_1$. At $h_2$ the drop $Nah_2=0.030$ Ha is well below the gap; at the larger pilot field it is $0.120$ Ha, only just below.

New runs at these steps give

$$\chi_1=\frac{-0.40058481259+0.40075463843}{2.6\times10^{-5}}=6.53176,$$

$$\chi_2=\frac{1.3686\times10^{-6}}{2(1.5\times10^{-4})^2}=30.41 .$$

The numerator of $\chi_2$ is $P(h_2)+P(-h_2)-2P(0)$, a difference in the sixth decimal of $P$. In SI units these are $2.04\times10^{-30}$ C m/V and $1.84\times10^{-41}$ C m²/V². Tightly converged runs on the same mesh give $6.53176$ and $30.400$. The error in $\chi_2$ is thus $0.014$, about 1.8 times the expected rms error of $0.0076$. The pilot runs already allow a better value. The combination $[4D_2(h)-D_2(2h)]/3=(4\cdot30.42006-30.48260)/3=30.3992$ cancels the $\chi_4$ term. Its weights $\frac23,\frac23,-\frac1{24},-\frac1{24},-\frac54$ on $P(\pm h)$, $P(\pm2h)$ and $P(0)$, in units of $1/h^2$, give an rms noise of $1.57\,\sigma/h^2=1.8\times10^{-3}$, about four times below the best three-point error.

To test the step rule, I measured the rms errors over 600 sets of runs, relative to the tightly converged values on this mesh:

| Step / best step | $\chi_1$ error: measured, predicted ($10^{-6}$) | $\chi_2$ error: measured, predicted ($10^{-3}$) |
|---|---|---|
| 0.5 | 11.8, 11.2 | 23.7, 21.6 |
| 1 | 6.8, 6.8 | 7.6, 7.6 |
| 2 | 16.0, 16.0 | 21.6, 21.6 |

Of the three steps tried, the predicted one is best for both coefficients.

### The error that the step cannot remove

For the infinite chain the formulas give $\chi_1=6.574$ and $\chi_2=31.09$. As an independent test, I took the dipole difference between open chains of 40 and 30 cells in a field, divided by $10a$ so that the end contributions cancel. It gives the same values.

The $N=40$ mesh is therefore 0.64% low in $\chi_1$ and 2.2% low in $\chi_2$. For $\chi_2$ this is about 90 times the rms error at the best step. The phase of each overlap is odd in $\Delta k$ about the link midpoint, so its first correction is of order $\Delta k^3$. Summed over $N$ links, this makes an error of order $1/N^2$. With tightly converged values, the errors fall by factors of 3.98 and 3.95 from $N=80$ to $160$. Single runs at a residual of $10^{-9}$ Ha would leave a few $10^{-3}$ of noise in the result. Extrapolation of the tight values gives

$$\chi_2\approx\frac{4(31.0404)-30.9056}{3}=31.085 .$$

Choose $h$ at fixed $N$, then extrapolate in $N$, reducing $h$ if $Nah$ approaches the gap.

### Deciding whether your $\chi_2$ is zero

Compare it with the noise $\sqrt{3/2}\,\sigma/h^2$, using $\sigma$ for the symmetric chain itself. With $\Delta=0$, the other parameters unchanged and $h=1.5\times10^{-4}$, one value of $D_2$ scatters by $9.8\times10^{-3}$. A result of $0.01$ is thus compatible with zero, and it is tiny beside the $30.4$ of the polar chain. The mean of 600 values is $-4.7\times10^{-4}$, with a standard error of $9.8\times10^{-3}/\sqrt{600}=4.0\times10^{-4}$, again compatible with zero.

A sharper test is to tighten the convergence. At $h=2\times10^{-4}$ and $4\times10^{-4}$, $D_2$ then falls to $1.7\times10^{-9}$ and $2.6\times10^{-10}$ for $\Delta=0$. (At the larger field the drop $Nah=0.08$ Ha equals the gap $2|t_1-t_2|$ of this chain, so it is at the limit of the guide given above; the minimisation still converged.) For $t_1=t_2=0.10$ with $\Delta=0.05$ it is zero to the printed digits at both fields.

The formula for $h_2$ does not apply to a symmetric chain, because $\chi_4$ vanishes too. With no truncation error in $D_2$, a larger $h$ lowers the noise as $1/h^2$ at fixed $\sigma$, and the limit is set by the breakdown of the field-polarised state. If $D_2$ stays well outside the noise as you tighten convergence, look for a broken symmetry in the input, such as unequal site spacing when $t_1=t_2$, or for a branch jump in $P$. The remaining digits are in the numerical output.

## Calculated quantities

```
a = 5.0 bohr; t1, t2, Delta = (0.12, 0.08, 0.05) Ha
k points N = 40; residual tolerance = 1e-09 Ha
gap = 0.12806 Ha; restarts = 600
Infinite chain (a.u.): closed form / series / open chain
 chi1: 6.573966 / 6.573966 / 6.573966
 chi2: 31.086095 / 31.08609 / 31.0861
 chi3: - / 25175.1 / 25175.1
 chi4: - / 281930.9 / 281898.2
Berry-phase mesh (a.u.): chi1, chi2
 N=40: 6.531760, 30.39980
 N=80: 6.563242, 30.90560
 N=160: 6.571274, 31.04038
 extrapolated from 80,160: 6.573951, 31.08530
 error ratio 80/160: 3.984, 3.948
 mesh error at N=40: -0.642 %, -2.208 %
N=40: chi3 = 22513, chi4 = 2.2816e+05 a.u.
noise sigma of P = 1.041e-10 e
best h1 = 1.322e-05, h2 = 1.537e-04 a.u.
rms error (a.u.), measured / predicted
 0.5 h1, chi1: 1.18e-05 / 1.12e-05
 0.5 h2, chi2: 2.37e-02 / 2.16e-02
 1.0 h1, chi1: 6.77e-06 / 6.82e-06
 1.0 h2, chi2: 7.57e-03 / 7.63e-03
 2.0 h1, chi1: 1.60e-05 / 1.60e-05
 2.0 h2, chi2: 2.16e-02 / 2.16e-02
pilot fields = 3.0e-04, 6.0e-04 a.u.
 pilot D1 = 6.5337896, 6.5399188 a.u.
 pilot D2 = 30.42006, 30.48260 a.u.
 pilot chi3 = 2.27e+04, chi4 = 2.316e+05 a.u.
chosen h1 = 1.3e-05 a.u. = 6.685e+06 V/m
chosen h2 = 1.5e-04 a.u. = 7.713e+07 V/m
N a h2 = 0.0300 Ha; 2 N a pilot = 0.1200 Ha
P(+h1) = -0.40058481259039 e
P(-h1) = -0.40075463843467 e
P(+h2) = -0.39968920665336 e
P(-h2) = -0.40164888655178 e
P(0)   = -0.40066973090888 e
chi1 = 6.531763 a.u.; N=40 reference 6.531760
chi2 = 30.4136 a.u.; N=40 reference 30.3998
chi1 = 2.0351e-30 C m/V
chi2 = 1.8428e-41 C m^2/V^2
Inversion: D2 at h = 2e-4 and 4e-4 a.u.
 Delta=0: 1.7e-09, 2.6e-10 a.u.
 t1=t2=0.10: 0.0e+00, 0.0e+00 a.u.
Delta=0 with noise at h2: mean D2 = -4.7e-04 a.u.
 rms of one D2 = 9.8e-03 a.u.
```
